# Coulomb Sturmians: a complete discrete radial basis with tridiagonal matrices: verification in Python

```python
"""Coulomb Sturmians: orthogonality, tridiagonal matrices, completeness.

Hartree atomic units; reduced radial functions u = r R; fixed l and k > 0.
  S_n(r) = sqrt((n-l-1)!/(n+l)!) x^(l+1) exp(-x/2) L_{n-l-1}^{2l+1}(x), x = 2 k r
Results under test, with b_n = sqrt((n-l)(n+l+1)):
  integral S_m S_n / r dr = delta_mn
  overlap      O_nn = n/k,        O_n,n+1 = -b_n/(2k)
  Hamiltonian  H_nn = n k/2 - Z,  H_n,n+1 = k b_n/4   for H = T - Z/r
  the S_n (n = l+1, l+2, ...) are complete without continuum functions.
Example: dipole polarizability of hydrogen (nonrelativistic, fixed nucleus).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, ive, kve, zeta

# Gauss-Legendre grid for all radial integrals
R_MAX = 80.0
nodes, node_weights = np.polynomial.legendre.leggauss(600)
r = 0.5 * R_MAX * (nodes + 1)
w = 0.5 * R_MAX * node_weights


def sturmian(n, l, k):
    """Value and r-derivative of S_n on the grid."""
    x = 2 * k * r
    p = n - l - 1
    norm = np.exp(0.5 * (gammaln(p + 1) - gammaln(n + l + 1)))
    lag = eval_genlaguerre(p, 2 * l + 1, x)
    dlag = -eval_genlaguerre(p - 1, 2 * l + 2, x) if p > 0 else 0 * x
    envelope = norm * np.exp(-x / 2) * x**l
    return envelope * x * lag, 2 * k * envelope * ((l + 1 - x / 2) * lag + x * dlag)


def tridiagonal(l, k, Z, size):
    """Overlap and Hamiltonian matrices from the derived formulas."""
    n = np.arange(l + 1, l + 1 + size)
    b = np.sqrt((n - l) * (n + l + 1.0))[:-1]
    O = np.diag(n / k) - (np.diag(b, 1) + np.diag(b, -1)) / (2 * k)
    H = np.diag(n * k / 2 - Z) + k * (np.diag(b, 1) + np.diag(b, -1)) / 4
    return O, H


# Differential equation, symbolically, with k left general
rs, ks = sp.symbols("r k", positive=True)
for l, n in [(0, 1), (0, 3), (1, 2), (1, 4), (2, 4)]:
    poly = sp.expand(sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * ks * rs))
    S = rs**(l + 1) * sp.exp(-ks * rs) * poly
    residual = (-sp.diff(S, rs, 2) / 2 + sp.Rational(l * (l + 1), 2) * S / rs**2
                + ks**2 * S / 2 - n * ks * S / rs)
    assert sp.simplify(sp.expand(residual * sp.exp(ks * rs))) == 0

# Matrices by quadrature from their definitions against the formulas
k_test, Z_test, size = 1.3, 2.0, 6
worst = {"weighted": 0.0, "overlap": 0.0, "hamiltonian": 0.0, "energy": 0.0}
for l in (0, 1, 2):
    n_list = np.arange(l + 1, l + 1 + size)
    pairs = [sturmian(n, l, k_test) for n in n_list]
    S = np.array([a for a, _ in pairs])
    dS = np.array([d for _, d in pairs])
    weighted = (S * w / r) @ S.T
    overlap = (S * w) @ S.T
    twice_T = (dS * w) @ dS.T + l * (l + 1) * (S * w / r**2) @ S.T
    O, H = tridiagonal(l, k_test, Z_test, size)
    differences = {
        "weighted": weighted - np.eye(size),
        "overlap": overlap - O,
        "hamiltonian": twice_T / 2 - Z_test * weighted - H,
        "energy": twice_T + k_test**2 * overlap - np.diag(2 * n_list * k_test)}
    for name, diff in differences.items():
        worst[name] = max(worst[name], np.abs(diff).max())
assert max(worst.values()) < 1e-9
print(f"Matrix tests: k = {k_test} 1/bohr, Z = {Z_test}, l = 0,1,2, size {size}")
for name, value in worst.items():
    print(f"  largest deviation, {name}: {value:.1e} a.u.")

# No missing eigenfunction: squared kernel of r^-1/2 (T+k^2/2)^-1 r^-1/2
t_nodes, t_weights = np.polynomial.legendre.leggauss(80)


def kernel_square(l):
    """k^2 times the double integral of the squared kernel."""
    def outer(y):
        top = min(y, 20.0)
        t = 0.5 * top * (t_nodes + 1)
        inner = 0.5 * top * np.sum(t_weights * ive(l + 0.5, y - t)**2 * np.exp(-2 * t))
        return 8 * kve(l + 0.5, y)**2 * inner
    return quad(outer, 0, 1)[0] + quad(outer, 1, np.inf)[0]


print("k^2 * double integral of squared kernel | sum of 1/n^2 over n > l")
for l in (0, 1, 2):
    integral, eigen_sum = kernel_square(l), zeta(2, l + 1)
    assert abs(integral - eigen_sum) < 1e-6
    print(f"  l = {l}: {integral:.7f} | {eigen_sum:.7f}")

# Expansion of a function outside every finite Sturmian span (l = 1, k = 1)
h = r**2 * np.exp(-r**2 / 2)
dh = (2 * r - r**3) * np.exp(-r**2 / 2)
weighted_norm = np.sum(w * h**2 / r)
plain_norm = np.sum(w * h**2)
energy_norm = np.sum(w * (dh**2 + 2 * h**2 / r**2 + h**2))
S40 = np.array([sturmian(n, 1, 1.0)[0] for n in range(2, 42)])
coef = S40 @ (w * h / r)
projection = S40 @ (w * h)
print("r^2 exp(-r^2/2), l = 1, k = 1 1/bohr: missing fraction of squared norm")
print("  N: 1/r-weighted, plain, energy")
for N in (5, 10, 20, 40):
    O, _ = tridiagonal(1, 1.0, 1.0, N)
    n_list = np.arange(2, 2 + N)
    missing = (1 - np.sum(coef[:N]**2) / weighted_norm,
               1 - projection[:N] @ np.linalg.solve(O, projection[:N]) / plain_norm,
               1 - np.sum(2 * n_list * coef[:N]**2) / energy_norm)
    if N < 40:
        print(f"  {N}: {missing[0]:.2e}, {missing[1]:.2e}, {missing[2]:.2e}")
assert max(abs(m) for m in missing) < 1e-6

# Ritz energies of hydrogen p levels from the tridiagonal pencil
print("Hydrogen 2p, 3p, 4p energies (hartree), k = 0.3 1/bohr")
exact = np.array([-0.5 / n**2 for n in (2, 3, 4)])
for N in (4, 8, 20):
    O, H = tridiagonal(1, 0.3, 1.0, N)
    levels = eigh(H, O, eigvals_only=True)
    print(f"  N = {N}: " + ", ".join(f"{e:.8f}" for e in levels[:3])
          + f"; positive levels: {np.sum(levels > 0)}")
assert np.abs(levels[:3] - exact).max() < 1e-9
print("  -1/(2n^2): " + ", ".join(f"{e:.8f}" for e in exact))

# Polarizability with two Sturmians at k = 1
g = 2 * r**2 * np.exp(-r)                     # r times the 1s function
g_norm = np.sum(w * g**2)
d = np.array([np.sum(w * g * sturmian(n, 1, 1.0)[0]) for n in range(2, 9)])
assert np.abs(d[2:]).max() < 1e-10            # only n = 2 and 3 contribute
O, H = tridiagonal(1, 1.0, 1.0, 2)
shifted = H + O / 2
assert np.abs(shifted - np.diag([1.0, 2.0])).max() < 1e-12
alpha_two = 2 / 3 * d[:2] @ np.linalg.solve(shifted, d[:2])
print("Hydrogen polarizability, k = 1 1/bohr, two Sturmians")
print(f"  d_2 = {d[0]:.6f}, d_3 = {d[1]:.6f} a.u.")
terms = 2 / 3 * d[:2]**2 / np.diag(shifted)
print(f"  terms n = 2, 3: {terms[0]:.6f}, {terms[1]:.6f} bohr^3")
print(f"  alpha = {alpha_two:.8f} bohr^3")
E2, V2 = eigh(H, O)
shares = 2 / 3 * (V2.T @ d[:2])**2 / (E2 + 0.5)
assert abs(shares.sum() - alpha_two) < 1e-10
for e, share in zip(E2, shares):
    print(f"  pseudostate at {e:.6f} hartree contributes {share:.6f} bohr^3")

# Another exponent must lead to the same value
print("Same quantity with k = 0.7 1/bohr (bohr^3)")
for N in (1, 2, 4, 8, 14):
    O, H = tridiagonal(1, 0.7, 1.0, N)
    dk = np.array([np.sum(w * g * sturmian(n, 1, 0.7)[0]) for n in range(2, 2 + N)])
    alpha_k = 2 / 3 * dk @ np.linalg.solve(H + O / 2, dk)
    print(f"  N = {N}: {alpha_k:.8f}")
assert abs(alpha_k - alpha_two) < 1e-8

# True bound p states: Sturmians whose k = 1/n changes with n
for n in (2, 3):
    assert abs(np.sum(w * (sturmian(n, 1, 1 / n)[0] / n)**2) - 1) < 1e-9
n_bound = np.arange(2, 121)
d2 = np.array([np.sum(w * g * sturmian(n, 1, 1 / n)[0] / n)**2 for n in n_bound])
tail = d2[-1] * n_bound[-1]**3 * zeta(3, n_bound[-1] + 1)   # d2 falls as n^-3
norm_bound = d2.sum() + tail
alpha_bound = 2 / 3 * (np.sum(d2 / (0.5 - 0.5 / n_bound**2)) + 2 * tail)


def continuum_density(q):
    """Squared overlap of g with p waves per unit wavenumber q."""
    return (256 * q * np.exp(-4 * np.arctan(q) / q)
            / ((1 + q**2)**5 * -np.expm1(-2 * np.pi / q)))


# The closed form against direct integration over a regular Coulomb wave
q_test = 0.7
direct = mp.quad(lambda s: 2 * s**2 * mp.exp(-s)
                 * mp.re(mp.coulombf(1, -1 / q_test, q_test * s)), [0, 5, 15, 40])
assert abs(2 / np.pi * float(direct)**2 - continuum_density(q_test)) < 1e-8

norm_cont = quad(continuum_density, 0, np.inf)[0]
alpha_cont = 2 / 3 * quad(lambda q: continuum_density(q) * 2 / (1 + q**2), 0, np.inf)[0]
assert abs(norm_bound + norm_cont - g_norm) < 1e-5
assert abs(alpha_bound + alpha_cont - alpha_two) < 1e-5
assert norm_bound < 0.9 * g_norm and alpha_bound < 0.9 * alpha_two
print("Hydrogen eigenstates instead: bound, continuum, total")
print(f"  squared norm of r*u_1s (bohr^2): {norm_bound:.5f}, {norm_cont:.5f}, "
      f"{norm_bound + norm_cont:.5f}")
print(f"  polarizability (bohr^3): {alpha_bound:.5f}, {alpha_cont:.5f}, "
      f"{alpha_bound + alpha_cont:.5f}")
print(f"  bound share of squared norm: {100 * norm_bound / g_norm:.2f} %")
print(f"  bound share of polarizability: {100 * alpha_bound / alpha_two:.2f} %")
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"Polarizability volume: {alpha_two * bohr**3:.5f} cubic angstrom")
print("OK")
```

It prints:

```
Matrix tests: k = 1.3 1/bohr, Z = 2.0, l = 0,1,2, size 6
  largest deviation, weighted: 3.4e-13 a.u.
  largest deviation, overlap: 1.3e-13 a.u.
  largest deviation, hamiltonian: 5.7e-12 a.u.
  largest deviation, energy: 1.3e-11 a.u.
k^2 * double integral of squared kernel | sum of 1/n^2 over n > l
  l = 0: 1.6449341 | 1.6449341
  l = 1: 0.6449341 | 0.6449341
  l = 2: 0.3949341 | 0.3949341
r^2 exp(-r^2/2), l = 1, k = 1 1/bohr: missing fraction of squared norm
  N: 1/r-weighted, plain, energy
  5: 5.97e-03, 1.25e-02, 1.95e-02
  10: 1.51e-04, 4.07e-04, 8.30e-04
  20: 5.65e-07, 7.95e-07, 5.60e-06
Hydrogen 2p, 3p, 4p energies (hartree), k = 0.3 1/bohr
  N = 4: -0.12481482, -0.05555524, -0.03101657; positive levels: 1
  N = 8: -0.12499997, -0.05555556, -0.03125000; positive levels: 3
  N = 20: -0.12500000, -0.05555556, -0.03125000; positive levels: 11
  -1/(2n^2): -0.12500000, -0.05555556, -0.03125000
Hydrogen polarizability, k = 1 1/bohr, two Sturmians
  d_2 = 2.449490, d_3 = -1.224745 a.u.
  terms n = 2, 3: 4.000000, 0.500000 bohr^3
  alpha = 4.50000000 bohr^3
  pseudostate at -0.100000 hartree contributes 4.166667 bohr^3
  pseudostate at 0.500000 hartree contributes 0.333333 bohr^3
Same quantity with k = 0.7 1/bohr (bohr^3)
  N = 1: 4.32248846
  N = 2: 4.48627134
  N = 4: 4.49838889
  N = 8: 4.49999991
  N = 14: 4.50000000
Hydrogen eigenstates instead: bound, continuum, total
  squared norm of r*u_1s (bohr^2): 2.14976, 0.85024, 3.00000
  polarizability (bohr^3): 3.66326, 0.83674, 4.50000
  bound share of squared norm: 71.66 %
  bound share of polarizability: 81.41 %
Polarizability volume: 0.66683 cubic angstrom
OK
```
